# Shape and energy of a 180° ferroelectric domain wall

A ferroelectric layer in a memory capacitor can hold regions of opposite polarization. The walls between them cost energy, and this cost enters the balance that decides whether a reversed region grows or shrinks. The problem treats one flat wall in Landau theory.

**Setting.** The wall normal is $x$. One polarization component $P(x)$ lies parallel to the wall plane and changes from one domain value to the opposite one. Because $P$ is perpendicular to the direction in which it varies, its divergence vanishes and the wall carries no bound charge. The energy per volume is

$$f=-\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad a,b,g>0,$$

where $g$ is the gradient stiffness. Other polarization components, strain coupling, defects and thermal fluctuations are left out. A prime on $P$ means $d/dx$.

## (a) Domains and excess energy

*Find the uniform domain states, and the energy density that must be integrated to give a finite wall energy.*

**Solution.** For uniform $P$ the gradient term vanishes, and stationarity requires

$$-aP+bP^3=P(bP^2-a)=0 .$$

The second derivative of the local energy is $-a+3bP^2$. At $P=0$ it equals $-a<0$, a maximum. At $P=\pm P_0$, with

$$P_0=\sqrt{a/b},$$

it equals $2a>0$, so these are the two domain states. Their energy density is

$$-\frac a2\frac ab+\frac b4\frac{a^2}{b^2}=-\frac{a^2}{4b}.$$

An infinite crystal has infinite energy even without a wall, so this value is subtracted. Using $a=bP_0^2$, the excess local energy is

$$V(P)=-\frac b2P_0^2P^2+\frac b4P^4+\frac b4P_0^4=\frac b4\,(P_0^2-P^2)^2 .$$

It vanishes in both domains, and its value at $P=0$ is the barrier $V_b=a^2/(4b)$. The wall energy per area is

$$\sigma[P]=\int_{-\infty}^{\infty}\left[\frac g2P'^2+V(P)\right]dx .$$

## (b) The equilibrium equation

*Let $P\to\pm P_0$ as $x\to\pm\infty$. Derive the equation for a stationary profile and integrate it once.*

**Solution.** Replace $P$ by $P+\eta$, where $\eta$ is small and vanishes far away. To first order in $\eta$,

$$\delta\sigma=\int\left[gP'\eta'+\frac{dV}{dP}\eta\right]dx=\int\left[-gP''+\frac{dV}{dP}\right]\eta\,dx .$$

The second form follows from integration by parts; the boundary term vanishes with $\eta$. Since $\eta$ is arbitrary,

$$gP''=\frac{dV}{dP}=-aP+bP^3 .$$

Multiplying by $P'$ makes both sides total derivatives, $\frac{d}{dx}\left(\frac g2P'^2\right)=\frac{dV}{dx}$, so

$$\frac g2P'^2=V(P)+C .$$

Far from the wall $V\to0$, hence $P'^2\to2C/g$. A negative $C$ is impossible. A positive $C$ would leave a finite slope at infinity, and $P$ could not settle at $P_0$. Therefore $C=0$ and

$$\frac g2P'^2=V(P).$$

At every point of the wall the gradient energy density equals the excess local energy density.

## (c) The profile

*Solve for $P(x)$.*

**Solution.** Inserting $V$ and taking the root gives

$$P'=\pm\sqrt{\frac{b}{2g}}\,(P_0^2-P^2).$$

The slope can vanish only where $P=\pm P_0$. A solution of the second-order equation that has $P=\pm P_0$ and $P'=0$ at some finite $x$ is the uniform domain itself, by uniqueness. The wall profile therefore stays strictly between $-P_0$ and $P_0$, and its slope keeps one sign. It must rise, so the plus sign holds.

Separating variables and using partial fractions,

$$\frac{1}{P_0^2-P^2}=\frac1{2P_0}\left[\frac1{P_0+P}+\frac1{P_0-P}\right],$$

we obtain

$$\frac1{2P_0}\ln\frac{P_0+P}{P_0-P}=\sqrt{\frac b{2g}}\,(x-x_0),$$

where the integration constant $x_0$ is the point at which $P=0$. Multiply by $2P_0$ and note that $P_0\sqrt{b/(2g)}=\sqrt{a/(2g)}$. This is an inverse length, $1/w$, with

$$w=\sqrt{\frac{2g}{a}} .$$

With $\xi=(x-x_0)/w$, the relation reads $(P_0+P)/(P_0-P)=e^{2\xi}$. Solving for $P$,

$$P=P_0\frac{e^{2\xi}-1}{e^{2\xi}+1}=P_0\tanh\frac{x-x_0}{w}.$$

To check, write $t=\tanh\xi$, so that $dt/dx=(1-t^2)/w$. Then $P''=-2P_0t(1-t^2)/w^2$, and since $2g/w^2=a$,

$$gP''=-aP_0t(1-t^2)=-aP_0t+bP_0^3t^3=-aP+bP^3,$$

where $aP_0=bP_0^3$ was used.

The position $x_0$ is free because the continuum energy does not depend on where the wall sits. A larger $g$ penalizes steep changes and widens the wall; a larger $a$ narrows it.

## (d) The wall energy

*Compute $\sigma$ and state how it depends on $g$.*

**Solution.** By part (b) the two energy densities are equal, so their sum is $gP'^2$. With $P'=P_0(1-t^2)/w$ and $dx=w\,dt/(1-t^2)$,

$$\sigma=\int gP'^2dx=\frac{gP_0^2}{w}\int_{-1}^{1}(1-t^2)\,dt=\frac43\frac{gP_0^2}{w}.$$

The explicit factor $g$ is not the whole dependence, because $w$ also contains $g$. Inserting $1/w=\sqrt{a/(2g)}$,

$$\sigma=\frac{4}{3\sqrt2}P_0^2\sqrt{ag}=\frac{2\sqrt2}{3}P_0^2\sqrt{ag}=\frac{2\sqrt2}{3}\frac{a^{3/2}}{b}\,g^{1/2}.$$

At fixed $a$ and $b$ the wall energy is proportional to $\sqrt g$. If $a$ or $b$ changes together with $g$, as it may between two materials, the energies need not follow this law.

Replacing $g$ by $aw^2/2$ gives another form,

$$\sigma=\frac23\frac{a^2}{b}w=\frac83V_bw ,$$

which is a barrier energy density times a wall width. In this mean-field model, as $a\to0$ at fixed $b$ and $g$, the wall widens as $a^{-1/2}$ while its energy vanishes as $a^{3/2}$.

## (e) Is it a minimum?

*The equation of part (b) guarantees only stationarity. Show that no other profile joining the same domains has a lower energy.*

**Solution.** Let $\kappa=\sqrt{b/(2g)}$ and expand a square:

$$\frac g2\left[P'-\kappa(P_0^2-P^2)\right]^2=\frac g2P'^2+\frac{g\kappa^2}{2}(P_0^2-P^2)^2-g\kappa(P_0^2-P^2)P' .$$

Here $g\kappa^2/2=b/4$, so the second term is $V$, and $g\kappa=\sqrt{gb/2}$. Hence, for any profile of finite energy,

$$\sigma[P]=\int\frac g2\left[P'-\kappa(P_0^2-P^2)\right]^2dx+\sqrt{\frac{gb}2}\int(P_0^2-P^2)P'\,dx .$$

The last integrand is the derivative of $P_0^2P-P^3/3$. Its integral depends only on the end values and equals $4P_0^3/3$, whether or not $P$ is monotonic. The square is never negative, so

$$\sigma[P]\ge\frac43P_0^3\sqrt{\frac{gb}2}=\frac{2\sqrt2}3P_0^2\sqrt{ag},$$

where $P_0\sqrt b=\sqrt a$. Equality requires the square to vanish everywhere. That is the first-order equation solved in part (c), so the tanh wall is the minimum, unique up to its position.

## (f) What the square root depends on

*Does the exponent $1/2$ require the quartic form? Compare also with the best wall made of a straight ramp.*

**Solution.** Let $V$ now be any local double well with two equal minima that does not depend on $g$. Set $x=\sqrt g\,s$. Then $dx=\sqrt g\,ds$ and $g(dP/dx)^2=(dP/ds)^2$, so

$$\sigma[P]=\sqrt g\int\left[\frac12\left(\frac{dP}{ds}\right)^2+V(P)\right]ds .$$

The integral no longer contains $g$, and neither does its lowest value. The exponent thus follows from having a squared first gradient and a local energy. The quartic form fixes the tanh shape and the factor $2\sqrt2/3$.

The ramp shows the competition behind this result. Let $P=P_0x/\ell$ for $|x|<\ell$, with uniform domains outside. The gradient energy is $\frac g2(P_0/\ell)^2\,2\ell=gP_0^2/\ell$. With $u=P/P_0$ and $V=V_b(1-u^2)^2$, the local energy is

$$V_b\ell\int_{-1}^1(1-2u^2+u^4)\,du=V_b\ell\left(2-\frac43+\frac25\right)=\frac{16}{15}V_b\ell .$$

A wide ramp spends too much local energy and a narrow one too much gradient energy. Setting the derivative of the sum with respect to $\ell$ to zero gives

$$\ell=\sqrt{\frac{15\,gP_0^2}{16\,V_b}},\qquad \sigma_{\rm ramp}=2\sqrt{\frac{16}{15}gP_0^2V_b}.$$

Both scale as $\sqrt g$. Since $V_b=aP_0^2/4$, the energy is $\sigma_{\rm ramp}=2P_0^2\sqrt{4ag/15}$. This is 1.095 times the tanh result, in agreement with the bound of part (e).

## (g) Numbers

*Evaluate the wall for $a=10^9$ J m/C², $b=4\times10^9$ J m⁵/C⁴ and $g=5\times10^{-10}$ J m³/C². These are round model parameters, not those of a particular material.*

**Solution.** The domain polarization and wall parameter are

$$P_0=\sqrt{\frac{10^9}{4\times10^9}}=0.5\ \mathrm{C/m^2},\qquad w=\sqrt{\frac{2\times5\times10^{-10}}{10^9}}\ \mathrm m=1\ \mathrm{nm}.$$

At a distance $w$ from the centre the polarization is 0.381 C/m², or 76% of $P_0$. The energy is

$$\sigma=\frac43\,\frac{5\times10^{-10}\times0.25}{10^{-9}}=0.1667\ \mathrm{J/m^2}=166.7\ \mathrm{mJ/m^2}.$$

The barrier form agrees: $\frac83\times6.25\times10^7\times10^{-9}=0.1667$ J/m².

A direct numerical minimization, started from a ramp and making no use of the tanh solution, gives 0.16667 J/m², with 0.08333 J/m² each in the gradient and local parts. Its profile differs from the tanh by at most $6\times10^{-6}$ of $P_0$. Repeating it with other stiffnesses gives 0.0833 J/m² at $g/4$ and 0.3333 J/m² at $4g$: a sixteenfold change in stiffness changes the energy fourfold.

For the sixth-order well $V=V_b(1-u^2)^2(1+u^2)$, the energy is 0.1819 J/m² at $g$ and 0.3638 J/m² at $4g$. The prefactor has changed, but the factor of two for a fourfold stiffness remains, as part (f) requires.

## (h) Walls as narrow as the lattice spacing

*Let the polarization be defined only on planes a distance $c$ apart. What replaces the square-root law when $w\ll c$, and how is it recovered for wide walls?*

**Solution.** The energy per area becomes

$$\sigma_c=c\sum_iV(P_i)+\frac g{2c}\sum_i(P_{i+1}-P_i)^2 .$$

**Narrow wall.** If the coupling between planes is weak, each plane stays near $\pm P_0$ and the reversal occurs across one gap. A perfectly sharp jump has no local energy and costs

$$\sigma_{\rm sharp}=\frac g{2c}(2P_0)^2=\frac{2gP_0^2}{c}.$$

This is linear in $g$: the width is now fixed by the lattice and can no longer adjust. Relative to the continuum formula the energy is $\sigma_{\rm sharp}/\sigma=3w/(2c)$, so the continuum formula is far too high.

The leading correction comes from the two planes beside the jump. Let each reduce its polarization magnitude by $\delta$. The jump energy falls by $4gP_0\delta/c$ to first order. The local energy rises by $2\times c\times\frac12(2a)\delta^2=2ac\,\delta^2$. Terms of order $g\delta^2/c$ are smaller and are dropped. The minimum lies at $\delta=gP_0/(ac^2)$ and lowers the energy by $2g^2P_0^2/(ac^3)$, which is a fraction $g/(ac^2)=w^2/(2c^2)$ of $\sigma_{\rm sharp}$.

**Wide wall.** For a smooth profile, the difference quotient across a gap, expanded about its midpoint, is $P'+c^2P'''/24$. Replacing sums by integrals, the gradient energy changes by

$$\frac{gc^2}{24}\int P'P'''dx=-\frac{gc^2}{24}\int P''^2dx .$$

The tanh profile may be used here, because the energy is stationary about it. With $P''$ from part (c), $\int P''^2dx=\frac{4P_0^2}{w^3}\int_{-1}^1t^2(1-t^2)\,dt=\frac{16P_0^2}{15w^3}$. Dividing the change by $\sigma=4gP_0^2/(3w)$ gives

$$\frac{\sigma_c}{\sigma}\approx1-\frac{c^2}{30w^2}.$$

Numerical minimization for $c=0.5$ nm, with the same $a$ and $b$ and the wall centred midway between two planes, gives:

| $w/c$ | $\sigma_c/\sigma$ |
|---|---|
| 0.1 | 0.149 |
| 0.2 | 0.294 |
| 0.5 | 0.662 |
| 1 | 0.943 |
| 2 | 0.991 |
| 4 | 0.998 |

The corrected narrow-wall estimate gives $0.15\times0.995=0.149$ and $0.30\times0.98=0.294$ for the first two rows. The wide-wall estimate gives 0.992 and 0.998 for the last two. At $w=c$ it gives 0.967 instead of 0.943. For so narrow a wall the energy still depends on where the centre sits relative to the planes, an effect lost when sums are replaced by integrals (a wall centred on a plane, which is a saddle point, gives 0.976 at $w=c$); the neglected higher powers of $c/w$ also contribute.

The effective exponent of $g$ is 0.99 between $w/c=0.1$ and 0.2, and 0.505 between 2 and 4. For a wall in a real crystal, the square-root law should therefore be used only after $w$ has been compared with the spacing of the planes across which the polarization changes. In this chain model the continuum energy is still within 6% at $w=c$, although the local exponent has already risen to about 0.61. At $w=c/2$ the energy ratio is 0.66 and the exponent about 0.88, so the law no longer applies.

## (i) Polarization along the wall normal

*Suppose $P$ points along $x$ and there is no free charge. Can the same two domains still coexist?*

**Solution.** A profile rising from $-P_0$ to $P_0$ now carries the bound charge $-\int P'dx=-2P_0$ per area. Without free charge, the displacement $D=\varepsilon_0E+P$ is uniform, so the field is $E=(D-P)/\varepsilon_0$. Its energy density, $\varepsilon_0E^2/2=(D-P)^2/(2\varepsilon_0)$, adds to the local energy. The curvature with respect to $P$ at fixed $D$ becomes

$$-a+3bP^2+\frac1{\varepsilon_0}\ \ge\ \frac1{\varepsilon_0}-a .$$

Here $1/\varepsilon_0=1.13\times10^{11}$ J m/C², about 113 times $a$, so the curvature is positive for every $P$. The local energy then has a single minimum, and two different uniform domains cannot share the same $D$. For these parameters such a wall needs compensating free charge, which this model does not contain. The argument requires the electrostatic stiffness to exceed $a$. If $P$ is only the soft-mode polarization and the rest of the crystal supplies a background relative permittivity $\varepsilon_b$, then $1/\varepsilon_0$ is replaced by $1/(\varepsilon_0\varepsilon_b)$. The conclusion then holds here for $\varepsilon_b$ below about 113. For $a>1/(\varepsilon_0\varepsilon_b)$ a double well with reduced polarization survives at $D=0$. The tanh wall and its energy therefore belong to the uncharged orientation assumed at the start. The computed values used above are listed in the numerical output.

## Numbers as computed

```
Landau coefficient a = 1.000e+09 J m/C^2
Landau coefficient b = 4.000e+09 J m^5/C^4
gradient stiffness g = 5.000e-10 J m^3/C^2
domain polarization P0 = 0.5000 C/m^2
barrier a^2/(4b) = 6.2500e+07 J/m^3
wall parameter w = 1.0000 nm
P at x = w: 0.3808 C/m^2
wall energy, formula = 0.166667 J/m^2
wall energy, formula = 166.67 mJ/m^2
wall energy, relaxed = 0.166666 J/m^2
gradient part, relaxed = 0.083334 J/m^2
local part, relaxed = 0.083332 J/m^2
largest profile deviation / P0 = 5.6e-06 (no unit)
Relaxed walls: g (J m^3/C^2), w (nm), energy (J/m^2)
  1.250e-10  0.5000  0.083332
  2.500e-10  0.7071  0.117850
  5.000e-10  1.0000  0.166666
  1.000e-09  1.4142  0.235702
  2.000e-09  2.0000  0.333333
fitted exponent of g = 0.50000 (no unit)
sixth-order well, energy at g = 0.181908 J/m^2
sixth-order well, energy at 4g = 0.363817 J/m^2
sixth-order well, exponent = 0.50000 (no unit)
best linear ramp, half-length = 1.3693 nm
best linear ramp, energy = 0.182574 J/m^2
best ramp / tanh wall = 1.0954 (no unit)
chain spacing c = 0.50 nm
Chain: w/c, energy (J/m^2), energy / continuum formula
  0.1  0.001244  0.1493
  0.2  0.004901  0.2941
  0.5  0.027589  0.6621
  1.0  0.078549  0.9426
  2.0  0.165226  0.9914
  4.0  0.332633  0.9979
sharp-wall limit 2 g P0^2/c at w/c = 0.1: 0.001250 J/m^2
chain exponent, w/c 0.1 to 0.2 = 0.9892 (no unit)
chain exponent, w/c 1 to 2 = 0.5364 (no unit)
chain exponent, w/c 2 to 4 = 0.5047 (no unit)
1/epsilon_0 = 1.1294e+11 J m/C^2
```
